# RPA correlation energy of the electron gas at r_s = 4

## The problem

Consider the uniform electron gas at zero temperature, with equal numbers of up and down spins and a rigid neutralizing background. Hartree atomic units are used ($\hbar=m=e^2/4\pi\epsilon_0=1$). The density $n$ and Fermi wave number $k_F$ follow from $r_s$:

$$n=\frac{3}{4\pi r_s^3}=\frac{k_F^3}{3\pi^2},\qquad k_F=\frac{1}{\alpha r_s},\qquad \alpha=\left(\frac{4}{9\pi}\right)^{1/3}.$$

The correlation energy per electron, $e_c$, is the total energy minus the Hartree-Fock energy, divided by the number of electrons $N$.

1. Express $e_c$ through the density response, and evaluate it in the random-phase approximation (RPA).
2. Find the free-electron response at imaginary frequency in closed form.
3. Compute $e_c$ at $r_s=4$.
4. Compare with quantum Monte Carlo (QMC), and give the difference in eV per electron.

## Hints

**Hint 1.** Multiply the repulsion by $\lambda$ and let $\lambda$ grow from 0 to 1. What is $dE/d\lambda$?

**Hint 2.** The interaction energy needs the structure factor $S(q)$. Integrate the response over imaginary frequency to obtain it.

**Hint 3.** In the free response, Pauli-blocked transitions cancel in pairs. You may therefore integrate over the whole Fermi sphere, cut into discs normal to $\mathbf q$.

**Hint 4.** Use $x=q/k_F$ and $u=\omega/(qk_F)$. Nine values of the integrand on $0\le x\le2$ suffice for Simpson's rule, and the rest has a simple large-$x$ form.

## Full solution

### 1. From the interaction to the response

With volume $V$ and density operator $\rho_{\mathbf q}=\sum_j e^{-i\mathbf q\cdot\mathbf r_j}$, the repulsion is

$$\hat U=\frac{1}{2V}\sum_{\mathbf q\ne0}v(q)\left(\rho_{\mathbf q}\rho_{-\mathbf q}-N\right),\qquad v(q)=\frac{4\pi}{q^2}.$$

The background removes $\mathbf q=0$, and $-N$ removes self-interaction. Let $\hat H_\lambda=\hat T+\lambda\hat U$, and assume that the ground state stays uniform and unpolarized along the path. Then $dE/d\lambda=\langle\hat U\rangle_\lambda$, because the first-order change of a normalized eigenstate does not alter its energy.

Define $S_\lambda(q)=\langle\rho_{\mathbf q}\rho_{-\mathbf q}\rangle_\lambda/N$. The Hartree-Fock state of this uniform gas is the filled Fermi sphere, which is also the state at $\lambda=0$. Its energy is $E(0)+\langle\hat U\rangle_0$. Subtracting it from $E(1)$ leaves

$$e_c=\frac12\int_0^1d\lambda\int\frac{d^3q}{(2\pi)^3}\,v(q)\,[S_\lambda(q)-S_0(q)].$$

For excited states $m$ with excitation energies $\Omega_m$, the response at imaginary frequency is

$$\chi_\lambda(q,i\omega)=-\frac1V\sum_m|\langle m|\rho_{\mathbf q}|0\rangle|^2\frac{2\Omega_m}{\Omega_m^2+\omega^2}.$$

Since $\int_0^\infty 2\Omega\,d\omega/(\Omega^2+\omega^2)=\pi$, and the sum of squared matrix elements is $NS_\lambda$,

$$S_\lambda(q)=-\frac{1}{\pi n}\int_0^\infty d\omega\,\chi_\lambda(q,i\omega).$$

So far the response is that of the interacting gas. RPA now assumes that electrons respond as free particles to the applied potential plus the average Coulomb potential of the induced density:

$$\delta n=\chi_0(\phi+\lambda v\,\delta n)\quad\Rightarrow\quad \chi_\lambda=\frac{\chi_0}{1-\lambda v\chi_0}.$$

At $\lambda=1$ the same denominator gives the screened interaction $W=v/(1-v\chi_0)$ used in $GW$. The energy computed here uses free-electron $\chi_0$; it is not a self-consistent $GW$ total energy.

Set $y=-v\chi_0$, which is positive. Then

$$v(\chi_\lambda-\chi_0)=y-\frac{y}{1+\lambda y},\qquad
\int_0^1d\lambda\left(y-\frac{y}{1+\lambda y}\right)=y-\ln(1+y).$$

The factor $\tfrac12$ and the factor $-1/(\pi n)$ combine to give

$$e_c=\frac1n\int\frac{d^3q}{(2\pi)^3}\int_0^\infty\frac{d\omega}{2\pi}\,[\ln(1+y)-y].$$

The bracket is negative for every $y>0$, so RPA correlation lowers the energy.

### 2. The free-electron response

A transition $\mathbf k\to\mathbf k+\mathbf q$ costs $\varepsilon=\mathbf k\cdot\mathbf q+q^2/2$. The state $\mathbf k$ must be occupied and $\mathbf k+\mathbf q$ empty. If both are occupied, the partner $\mathbf k'=-(\mathbf k+\mathbf q)$ also lies in the sphere, as does $\mathbf k'+\mathbf q=-\mathbf k$, and its energy is

$$\varepsilon'=-\mathbf k\cdot\mathbf q-q^2+\tfrac12q^2=-\varepsilon.$$

The factor $2\varepsilon/(\varepsilon^2+\omega^2)$ is odd in $\varepsilon$, so blocked terms cancel and the whole sphere can be kept. With two spins,

$$-\chi_0=2\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\frac{2\varepsilon}{\varepsilon^2+\omega^2}.$$

Let $z$ be the component of $\mathbf k/k_F$ along $\mathbf q$. A disc at $z$ has area $\pi k_F^2(1-z^2)$. With $s=z+x/2$, we have $\varepsilon=k_F^2xs$ and $\omega=k_F^2xu$, so

$$-\chi_0=\frac{k_F}{\pi^2}R,\qquad R=\frac{1}{2x}\int_{-1}^{1}dz\,(1-z^2)\frac{s}{s^2+u^2}.$$

Write $a=x/2$. Then $1-z^2=1-a^2+2as-s^2$, and division by $s^2+u^2$ turns the integrand into

$$(1+u^2-a^2)\frac{s}{s^2+u^2}+2a-\frac{2au^2}{s^2+u^2}-s.$$

Integrate from $s=a-1$ to $s=a+1$. The constant gives $4a$ and the last term gives $-2a$, leaving $2a=x$. The first term gives a logarithm and the third gives arctangents:

$$\begin{aligned}
R=\frac12\Big\{1&+\frac{1+u^2-x^2/4}{2x}\ln\frac{u^2+(1+x/2)^2}{u^2+(1-x/2)^2}\\
&-u\Big[\arctan\frac{1+x/2}{u}+\arctan\frac{1-x/2}{u}\Big]\Big\}.
\end{aligned}$$

This formula was tested against an explicit sum over the allowed pairs, with Pauli blocking kept.

### 3. Scaling the energy integral

Inserting $v=4\pi/(k_F^2x^2)$ gives

$$y=\frac{4\pi}{k_F^2x^2}\frac{k_F}{\pi^2}R=\eta\frac{R}{x^2},\qquad \eta=\frac{4}{\pi k_F}=\frac{4\alpha r_s}{\pi}.$$

The measures are $d^3q/(2\pi)^3=k_F^3x^2dx/(2\pi^2)$ and, at fixed $x$, $d\omega=k_F^2x\,du$. Together with $1/n=3\pi^2/k_F^3$ and $1/(2\pi)$, the prefactor is $3k_F^2/(4\pi)$. Hence

$$e_c=\int_0^\infty F(x)\,dx,\qquad F(x)=\frac{3k_F^2}{4\pi}x^3\int_0^\infty du\,[\ln(1+y)-y].$$

**Small $x$.** Here $R\to1-u\arctan(1/u)=\int_0^1ds\,s^2/(u^2+s^2)$. Its integral over $u$ is $\int_0^1(\pi s/2)\,ds=\pi/4$, so the $-y$ term contributes $-3k_Fx/(4\pi)$ to $F$.

In the logarithm, large $u$ dominates. There $R\simeq1/(3u^2)$, and $\int_0^\infty\ln(1+b^2/u^2)\,du=\pi b$ with $b=\sqrt{\eta/3}/x$. Since $k_F^2\sqrt{\eta/3}=\sqrt{4k_F^3/(3\pi)}=\sqrt{4\pi n}=\omega_p$,

$$F(x)\simeq-\frac{3k_F}{4\pi}x+\frac34\omega_px^2.$$

The second term is the plasmon zero-point energy $\omega_p/2$, counted over the modes in the shell $dx$ and divided by $N$.

**Large $x$.** Every pair energy approaches $q^2/2$, so $R\simeq1/[3(u^2+x^2/4)]$. Now $y$ is small and $\ln(1+y)-y\simeq-y^2/2$. Using $\int_0^\infty du/(u^2+c^2)^2=\pi/(4c^3)$ with $c=x/2$, and $k_F^2\eta^2=16/\pi^2$,

$$F(x)\simeq-\frac{3k_F^2}{4\pi}x^3\,\frac{\eta^2}{18x^4}\,\frac{2\pi}{x^3}
=-\frac{4}{3\pi^2x^4}.$$

### 4. Numbers at $r_s=4$

The inputs are $\alpha=0.521062$, $k_F=1/(0.521062\times4)=0.47979$ bohr$^{-1}$ and $\eta=2.65375$.

Take one point, $x=u=1$. The logarithm is $\ln(3.25/1.25)=0.95551$, its prefactor is $1.75/2=0.875$, and the arctangents of 1.5 and 0.5 add to $1.44644$. Therefore

$$R=\tfrac12(1+0.83607-1.44644)=0.19482,\qquad y=2.65375\times0.19482=0.5170,$$

and $\ln(1+y)-y=-0.1003$. Repeating this over $u$ and integrating gives $F(x)$:

| $x$ | $F$ (hartree) |
|---|---|
| 0 | 0 |
| 0.25 | −0.020061 |
| 0.50 | −0.028001 |
| 0.75 | −0.029145 |
| 1.00 | −0.026708 |
| 1.25 | −0.022566 |
| 1.50 | −0.017785 |
| 1.75 | −0.012979 |
| 2.00 | −0.008537 |

At $x=0.25$ the small-$x$ form gives $-0.0286+0.0101=-0.0185$ hartree, within about 8% of the tabulated value. Among the tabulated points the largest magnitude is at $x=0.75$: at this density wave numbers of order $k_F$ matter most (here $2\pi/q\approx17$ bohr, a few electron spacings), while the limit $x\to0$ contributes little. This does not make the plasmon unimportant: at $r_s=4$ it stays a separate mode above the pair continuum up to $x\approx0.9$, so the peak of $|F|$ lies in the range where it still exists.

Simpson's rule with step 0.25 adds four times the odd-numbered entries and twice the interior even-numbered ones:

$$\begin{aligned}
\int_0^2F\,dx&\simeq-\frac{0.25}{3}\left[4(0.084751)+2(0.072494)+0.008537\right]\\
&=-0.04104\ \text{hartree}.
\end{aligned}$$

For $x>2$ the asymptotic form gives $-4/(3\pi^2)\times1/(3\cdot2^3)=-0.0056$ hartree. Its use down to $x=2$ is an extrapolation, but accurate quadrature gives $-0.00575$ hartree, so the estimate is good here. The accurate parts sum to

$$e_c^{\rm RPA}=-0.04106-0.00575=-0.0468\ \text{hartree}=-1.274\ \text{eV}.$$

Explicit integration over $\lambda$ gives the same result to the printed digits.

There is also a test that avoids the frequency integral. For a discrete set of pair energies $\varepsilon_i$ with densities $w_i$ per volume,

$$1+y=1+v\sum_i\frac{2\varepsilon_iw_i}{\varepsilon_i^2+\omega^2}=\prod_i\frac{\omega^2+\Omega_i^2}{\omega^2+\varepsilon_i^2},$$

where $\Omega_i$ are the coupled mode energies. Because $\int_0^\infty\ln[(\omega^2+\Omega^2)/(\omega^2+\varepsilon^2)]\,d\omega=\pi(\Omega-\varepsilon)$, each $\mathbf q$ contributes

$$\frac12\left[\sum_i(\Omega_i-\varepsilon_i)-v\sum_iw_i\right].$$

RPA correlation is thus a change of zero-point energy, less its first-order part. Diagonalizing the coupled pairs for $x<8$ gives $-0.046717$ hartree, equal to the frequency formula over the same range to the printed digits. At $x=0.05$ the highest mode is $0.2167$ hartree, close to $\omega_p=0.2165$ hartree.

### 5. Comparison with quantum Monte Carlo

The reference is a set of parametrizations fitted to QMC energies. Those energies carry statistical errors, errors from extrapolating finite simulation cells, and a residual error from the treatment of the fermion sign, so they are an accurate reference but not an exact one.

| Parametrization | $e_c$ (hartree) |
|---|---|
| PW92 | −0.03187 |
| PZ81 | −0.03205 |
| VWN5 | −0.03178 |

Their spread shows the effect of the fitting form and does not measure the full QMC uncertainty. Relative to PW92,

$$e_c^{\rm PW92}-e_c^{\rm RPA}=-0.03187+0.04681=0.0149\ \text{hartree}=0.41\ \text{eV}.$$

RPA overshoots in magnitude by about 0.4 eV per electron, or 47% of the PW92 correlation energy.

The error varies slowly with density. From $r_s=1$ to $r_s=8$ it falls from 0.0190 to 0.0128 hartree, while growing from 32% to 60% of the PW92 value. Part of it therefore cancels in differences. Between $r_s=2$ and $r_s=4$, RPA changes by 0.0150 hartree and PW92 by 0.0129 hartree, a discrepancy of 0.0021 hartree. This cancellation is a result for the uniform gas; it does not guarantee equally good energy differences in molecules or solids.

## Variation 1: the high-density limit

**Question.** How does $e_c^{\rm RPA}$ behave as $r_s\to0$?

**Solution.** Now $\eta\ll1$. In the window $\sqrt\eta\ll x\ll1$, $y$ is small while $R$ still has its small-$x$ form $R_0(u)$. Replacing the bracket by $-y^2/2$ gives

$$F(x)\simeq-\frac{3k_F^2\eta^2}{8\pi x}I=-\frac{6I}{\pi^3x},\qquad I=\int_0^\infty R_0^2\,du.$$

Use $R_0=\int_0^1ds\,s^2/(u^2+s^2)$ twice, together with $\int_0^\infty du/[(u^2+s^2)(u^2+t^2)]=\pi/[2st(s+t)]$:

$$I=\frac\pi2\int_0^1\!\!\int_0^1\frac{st}{s+t}\,ds\,dt.$$

By symmetry, take twice the region $t<s$ and set $t=s\tau$. The double integral becomes

$$2\int_0^1s^2ds\int_0^1\frac{\tau}{1+\tau}d\tau=\frac23(1-\ln2),$$

so $I=\pi(1-\ln2)/3$. Integrating $1/x$ from order $\sqrt\eta$ to order 1 gives $-\tfrac12\ln r_s$ plus a constant. Hence

$$e_c^{\rm RPA}\simeq\frac{1-\ln2}{\pi^2}\ln r_s+\text{constant}.$$

The coefficient is 0.03109 hartree; the numerical slope at very small $r_s$ is 0.03108 hartree. Without screening, the second-order integral would continue as $1/x$ down to $x=0$ and diverge. The full logarithm $\ln(1+y)$ cuts it off near $x\sim\sqrt\eta$.

## Variation 2: two electrons at contact

**Question.** Does the RPA pair distribution $g(r)$ make sense at $r=0$, and what does this suggest about the overshoot?

**Solution.** The function $g(r)$ is the pair probability divided by its value for independent positions. At contact,

$$g(0)=1+\frac1n\int\frac{d^3q}{(2\pi)^3}[S(q)-1].$$

In Hartree-Fock, parallel spins have $g=0$ at contact by Pauli exclusion, and antiparallel spins have $g=1$. The average is $\tfrac12$. At $r_s=4$ and full interaction strength, RPA changes this average by $-2.10$, giving

$$g^{\rm RPA}(0)=0.50-2.10=-1.60.$$

A probability cannot be negative, so RPA fails badly at short range. Its induced potential depends on the total density and acts equally on both spins. In an unpolarized gas it therefore makes the same change for each spin combination: parallel pairs go from 0 to $-2.10$, and antiparallel pairs from 1 to $-1.10$. The parallel value should have stayed at zero, since antisymmetry already keeps such electrons apart.

The interaction energy per electron is $\tfrac n2\int d^3r\,[g(r)-1]/r$. Too deep a hole near $r=0$ lowers this energy too far, which agrees with the sign of the overshoot. The contact value alone does not fix its size: that depends on $g(r)$ at all distances and on all interaction strengths from 0 to 1.

The remaining values are listed in the numerical output.

## Values computed for the example and the checks

```
rs = 4.0 bohr
density n = 0.003730 bohr^-3
alpha = 0.521062 (dimensionless)
Fermi wave number kF = 0.479790 bohr^-1
4 alpha rs/pi = 2.653746 (dimensionless)
R at x=1, u=1: 0.194816 (dimensionless)
y at x=1, u=1: 0.516991 (dimensionless)
ln(1+y)-y there: -0.100262 (dimensionless)
F(x=0.00) = 0.000000 hartree
F(x=0.25) = -0.020061 hartree
F(x=0.50) = -0.028001 hartree
F(x=0.75) = -0.029145 hartree
F(x=1.00) = -0.026708 hartree
F(x=1.25) = -0.022566 hartree
F(x=1.50) = -0.017785 hartree
F(x=1.75) = -0.012979 hartree
F(x=2.00) = -0.008537 hartree
Simpson estimate, x<2: -0.041044 hartree
accurate part, x<2: -0.041057 hartree
accurate part, x>2: -0.005748 hartree
RPA correlation energy: -0.046806 hartree
RPA correlation energy: -1.2736 eV
coupling integration: -0.046806 hartree
mode sum, x<8: -0.046717 hartree
frequency formula, x<8: -0.046717 hartree
plasma energy: 0.216506 hartree
highest mode at x=0.05: 0.216690 hartree
high-density slope, numerical: 0.031081 hartree
high-density slope, analytic: 0.031091 hartree
Hartree-Fock g(0): 0.5000 (dimensionless)
RPA change of g(0): -2.0990 (dimensionless)
RPA g(0): -1.5990 (dimensionless)
QMC fit PW92: -0.031866 hartree
QMC fit PZ81: -0.032054 hartree
QMC fit VWN5: -0.031784 hartree
RPA overshoot against PW92: 0.014939 hartree
RPA overshoot against PW92: 0.4065 eV
overshoot relative to PW92: 46.9 %
hartree in eV: 27.211386 eV
rs=1 bohr: RPA -0.07880, PW92 -0.05977, overshoot 0.01903 hartree
rs=2 bohr: RPA -0.06180, PW92 -0.04476, overshoot 0.01704 hartree
rs=4 bohr: RPA -0.04681, PW92 -0.03187, overshoot 0.01494 hartree
rs=8 bohr: RPA -0.03418, PW92 -0.02139, overshoot 0.01279 hartree
```
